**Mean of two half-Gaussians joined at their mode**

For a density with mode \(m\), width parameters \(s_L\) (left) and \(s_R\) (right) and a common peak height, the mean on the whole line is \(m+\sqrt{2/\pi}\,(s_R-s_L)\). The program asserts this against direct quadrature for four pairs of widths, together with the normalization, the share of the left half and the variance. It also asserts the mean for halves with freely chosen weights, which shows the role of continuity. For a rough boron implant in silicon with \(m=330\) nm, \(s_L=90\) nm and \(s_R=50\) nm, the output gives a mean of 298.1 nm and a standard deviation of 71.3 nm. Junction depths from the closed formula are asserted against root finding, and lie at 74 and 472 nm. A finite-difference anneal with a reflecting surface moves the mean by 0.077 nm, and this shift is asserted to agree within 3 % with an integral over reflected displacements. In the same anneal the deep junction moves to about 540 nm. Surface truncation, channelling, transient enhanced diffusion and depletion are sized separately with rough inputs.

## Verification by program

```python
"""Mean of two half-Gaussians joined continuously at their common mode.

Result under test: mean = m + sqrt(2/pi) * (sR - sL)
  m   mode (depth of the peak)
  sL  Gaussian width parameter on the side x < m
  sR  Gaussian width parameter on the side x > m
The density is normalized on the whole line. The example is a rough
boron implant in n-type silicon; lengths are in nm, doses in cm^-2,
concentrations in cm^-3. Neglected effects are sized separately.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc

ROOT_2_PI = np.sqrt(2 / np.pi)
PER_NM_TO_PER_CM = 1e7


def shape(x, m, sL, sR):
    """Joined profile with unit height at the mode."""
    width = np.where(np.asarray(x) < m, sL, sR)
    return np.exp(-0.5 * ((x - m) / width) ** 2)


def integrate(func, a, b):
    return quad(func, a, b, epsabs=1e-13, epsrel=1e-11, limit=300)[0]


def side_integrals(power, m, sL, sR):
    """Integrals of (x-m)^power * shape on the left and on the right."""
    def f(x):
        return (x - m) ** power * float(shape(x, m, sL, sR))
    return (integrate(f, m - 12 * sL, m), integrate(f, m, m + 12 * sR))


def mean_formula(m, sL, sR):
    return m + ROOT_2_PI * (sR - sL)


def variance_formula(sL, sR):
    return (1 - 2 / np.pi) * (sR - sL) ** 2 + sL * sR


# Direct quadrature against the derived formulas, for several shapes.
largest_mean_error = 0.0
for m, sL, sR in [(330, 90, 50), (0, 1, 5), (-3, 4, 0.5), (2, 3, 3)]:
    area_L, area_R = side_integrals(0, m, sL, sR)
    first_L, first_R = side_integrals(1, m, sL, sR)
    second = sum(side_integrals(2, m, sL, sR))
    area = area_L + area_R
    shift = (first_L + first_R) / area
    scale = sL + sR
    assert abs(1 / area - ROOT_2_PI / scale) < 1e-8 / scale
    assert abs(area_L / area - sL / scale) < 1e-8
    error = abs(m + shift - mean_formula(m, sL, sR)) / scale
    largest_mean_error = max(largest_mean_error, error)
    assert error < 1e-8
    variance = second / area - shift ** 2
    assert abs(variance - variance_formula(sL, sR)) < 1e-8 * scale ** 2
    # Halves with freely chosen weights are in general discontinuous.
    for w in (0.2, 0.5, 0.9):
        free_shift = w * first_L / area_L + (1 - w) * first_R / area_R
        predicted = ROOT_2_PI * ((1 - w) * sR - w * sL)
        assert abs(free_shift - predicted) < 1e-8 * scale

# Worked example: rough values for boron in silicon.
energy_keV = 100
m, sL, sR = 330.0, 90.0, 50.0
dose, background = 1e13, 1e16
area_L, area_R = side_integrals(0, m, sL, sR)
area = area_L + area_R
first_L, first_R = side_integrals(1, m, sL, sR)
equal_weight_shift = 0.5 * (first_L / area_L + first_R / area_R)
mean = mean_formula(m, sL, sR)
sigma = np.sqrt(variance_formula(sL, sR))


def density(x):
    return shape(x, m, sL, sR) / area


def concentration(x):
    return dose * PER_NM_TO_PER_CM * density(x)


peak = dose * PER_NM_TO_PER_CM * ROOT_2_PI / (sL + sR)
q = np.sqrt(2 * np.log(peak / background))
near_junction, deep_junction = m - sL * q, m + sR * q
near_root = brentq(lambda x: concentration(x) - background, 0, m)
deep_root = brentq(lambda x: concentration(x) - background, m, m + 10 * sR)
assert abs(near_root - near_junction) < 1e-5
assert abs(deep_root - deep_junction) < 1e-5


def symmetric_concentration(x):
    height = dose * PER_NM_TO_PER_CM / (np.sqrt(2 * np.pi) * sigma)
    return height * np.exp(-0.5 * ((x - mean) / sigma) ** 2)


symmetric_junction = brentq(
    lambda x: symmetric_concentration(x) - background, mean, mean + 10 * sigma)

# Surface truncation.
inside = integrate(density, 0, m) + integrate(density, m, m + 12 * sR)
outside = integrate(density, m - 12 * sL, 0)
outside_formula = sL / (sL + sR) * erfc(m / (np.sqrt(2) * sL))
assert abs(outside / outside_formula - 1) < 1e-6
truncated_mean = (integrate(lambda x: x * density(x), 0, m)
                  + integrate(lambda x: x * density(x), m, m + 12 * sR)) / inside

# Channelled ions: exponential tail starting at the mode.
channelled, tail_length = 0.05, 100.0


def tail_density(x):
    return np.exp(-(x - m) / tail_length) / tail_length


tail_mean = integrate(lambda x: x * tail_density(x), m, m + 40 * tail_length)
direct_mean = m + (first_L + first_R) / area
channel_shift = channelled * (m + tail_length - mean)
mixture_mean = (1 - channelled) * direct_mean + channelled * tail_mean
assert abs(mixture_mean - direct_mean - channel_shift) < 1e-5


def channelled_concentration(x):
    mixed = (1 - channelled) * density(x) + channelled * tail_density(x)
    return dose * PER_NM_TO_PER_CM * mixed


channel_junction = brentq(
    lambda x: channelled_concentration(x) - background, m + 1, m + 1000)

# Annealing with a reflecting surface: Crank-Nicolson on 1 nm cells.
anneal_C, anneal_s, diffusivity_cm2_s = 1000, 1800, 1e-14
extra_rms = 30.0
intrinsic_density = 1e19
thermal_Dt = diffusivity_cm2_s * 1e14 * anneal_s
extra_Dt = extra_rms ** 2 / 2
depth = np.arange(1600) + 0.5
initial = density(depth)
initial /= initial.sum()


def diffuse(profile, total_Dt, step_target=2.0):
    steps = int(np.ceil(total_Dt / step_target))
    r = total_Dt / steps
    bands = np.zeros((3, profile.size))
    bands[0, 1:] = -r / 2
    bands[2, :-1] = -r / 2
    bands[1] = 1 + r
    bands[1, [0, -1]] = 1 + r / 2
    p = profile.copy()
    for _ in range(steps):
        flux = np.diff(p)
        change = np.zeros_like(p)
        change[:-1] += flux
        change[1:] -= flux
        p = solve_banded((1, 1), bands, p + 0.5 * r * change)
    return p


def describe(p):
    """Mean, standard deviation, mode, deep junction, surface value."""
    average = np.sum(depth * p)
    spread = np.sqrt(np.sum((depth - average) ** 2 * p))
    i = int(np.argmax(p))
    a, b, c = p[i - 1:i + 2]
    top = depth[i] + 0.5 * (a - c) / (a - 2 * b + c)
    conc = dose * PER_NM_TO_PER_CM * p
    j = np.flatnonzero(conc > background)[-1]
    step = np.log(conc[j] / background) / np.log(conc[j] / conc[j + 1])
    return average, spread, top, depth[j] + step, conc[0]


annealed = diffuse(initial, thermal_Dt)
enhanced = diffuse(annealed, extra_Dt)
start = describe(initial)
after = describe(annealed)
after_extra = describe(enhanced)
assert abs(start[3] - deep_junction) < 0.05
assert abs(annealed.sum() - 1) < 1e-9
second_growth = np.sum(depth ** 2 * (annealed - initial))
assert abs(second_growth / (2 * thermal_Dt) - 1) < 1e-3


def reflected_gain(x):
    """Mean of |x + Gaussian displacement| minus x, weighted by density."""
    s = np.sqrt(2 * thermal_Dt)
    folded = (x * erf(x / (s * np.sqrt(2)))
              + s * ROOT_2_PI * np.exp(-0.5 * (x / s) ** 2))
    return (folded - x) * density(x) / inside


reflected_shift = (integrate(reflected_gain, 0, m)
                   + integrate(reflected_gain, m, m + 12 * sR))
anneal_shift = after[0] - start[0]
# One-nanometre cells resolve the small surface term to about a percent.
assert abs(anneal_shift / reflected_shift - 1) < 0.03
assert after[0] < after[2] < m

# One-sided depletion width, from the potential integral and in closed form.
built_in_V, relative_permittivity = 0.8, 11.7
permittivity = relative_permittivity * constants.epsilon_0
charge_density = constants.e * background * 1e6


def potential_V(width_nm):
    # Potential in volts, integrated over depth measured in nm.
    return quad(lambda x: charge_density * x * 1e-18 / permittivity,
                0, width_nm)[0]


depletion = brentq(lambda w: potential_V(w) - built_in_V, 1, 5000)
depletion_formula = 1e9 * np.sqrt(2 * permittivity * built_in_V / charge_density)
assert abs(depletion / depletion_formula - 1) < 1e-7

print(f"largest scaled error of mean formula: {largest_mean_error:.1e}")
print("INPUTS (rough values, boron in n-type silicon)")
print(f"implant energy: {energy_keV} keV")
print(f"mode m: {m:.0f} nm")
print(f"left width sL: {sL:.0f} nm")
print(f"right width sR: {sR:.0f} nm")
print(f"dose: {dose:.1e} cm^-2")
print(f"background: {background:.1e} cm^-3")
print("AS IMPLANTED")
print(f"sqrt(2/pi): {ROOT_2_PI:.6f}")
print(f"weight of left half: {area_L / area:.4f}")
print(f"mean minus mode: {mean - m:.3f} nm")
print(f"mean by formula: {mean:.3f} nm")
print(f"mean by quadrature: {direct_mean:.3f} nm")
print(f"shift with equal weights: {equal_weight_shift:.3f} nm")
print(f"variance: {sigma ** 2:.1f} nm^2")
print(f"standard deviation: {sigma:.2f} nm")
print(f"peak concentration: {peak:.3e} cm^-3")
print(f"junction factor q: {q:.4f}")
print(f"near junction: {near_junction:.1f} nm")
print(f"deep junction: {deep_junction:.1f} nm")
print(f"deep junction, symmetric Gaussian: {symmetric_junction:.1f} nm")
print("SURFACE TRUNCATION")
print(f"fraction outside surface: {outside:.2e}")
print(f"shift of mean by truncation: {truncated_mean - mean:.4f} nm")
print("CHANNELLING (rough tail)")
print(f"channelled fraction: {channelled:.2f}")
print(f"tail decay length: {tail_length:.0f} nm")
print(f"shift of mean by channelling: {channel_shift:.2f} nm")
print(f"deep junction with channelling: {channel_junction:.1f} nm")
print("ANNEAL (rough constant diffusivity)")
print(f"temperature: {anneal_C} deg C")
print(f"time: {anneal_s} s")
print(f"diffusivity: {diffusivity_cm2_s:.1e} cm^2/s")
print(f"added variance 2Dt: {2 * thermal_Dt:.0f} nm^2")
print(f"shift of mean by anneal: {anneal_shift:.3f} nm")
print(f"same shift by reflected displacements: {reflected_shift:.3f} nm")
print(f"mean after anneal: {after[0]:.2f} nm")
print(f"mode after anneal: {after[2]:.1f} nm")
print(f"standard deviation after anneal: {after[1]:.2f} nm")
print(f"deep junction after anneal: {after[3]:.1f} nm")
print(f"surface concentration before anneal: {concentration(0.0):.2e} cm^-3")
print(f"surface concentration after anneal: {after[4]:.2e} cm^-3")
print(f"rough extra rms spread, transient diffusion: {extra_rms:.0f} nm")
print(f"mean with extra spread: {after_extra[0]:.2f} nm")
print(f"deep junction with extra spread: {after_extra[3]:.1f} nm")
print(f"surface value with extra spread: {after_extra[4]:.2e} cm^-3")
print(f"rough intrinsic density at anneal: {intrinsic_density:.1e} cm^-3")
print(f"peak / intrinsic density: {peak / intrinsic_density:.3f}")
print("DEPLETION (one-sided estimate)")
print(f"rough built-in potential: {built_in_V:.1f} V")
print(f"relative permittivity: {relative_permittivity:.1f}")
print(f"depletion width in background: {depletion:.0f} nm")
print(f"depletion width / near junction: {depletion / near_junction:.2f}")
print("ALL CHECKS PASSED")
```

Output:

```
largest scaled error of mean formula: 7.4e-17
INPUTS (rough values, boron in n-type silicon)
implant energy: 100 keV
mode m: 330 nm
left width sL: 90 nm
right width sR: 50 nm
dose: 1.0e+13 cm^-2
background: 1.0e+16 cm^-3
AS IMPLANTED
sqrt(2/pi): 0.797885
weight of left half: 0.6429
mean minus mode: -31.915 nm
mean by formula: 298.085 nm
mean by quadrature: 298.085 nm
shift with equal weights: -15.958 nm
variance: 5081.4 nm^2
standard deviation: 71.28 nm
peak concentration: 5.699e+17 cm^-3
junction factor q: 2.8436
near junction: 74.1 nm
deep junction: 472.2 nm
deep junction, symmetric Gaussian: 500.3 nm
SURFACE TRUNCATION
fraction outside surface: 1.58e-04
shift of mean by truncation: 0.0505 nm
CHANNELLING (rough tail)
channelled fraction: 0.05
tail decay length: 100 nm
shift of mean by channelling: 6.60 nm
deep junction with channelling: 504.3 nm
ANNEAL (rough constant diffusivity)
temperature: 1000 deg C
time: 1800 s
diffusivity: 1.0e-14 cm^2/s
added variance 2Dt: 3600 nm^2
shift of mean by anneal: 0.077 nm
same shift by reflected displacements: 0.077 nm
mean after anneal: 298.21 nm
mode after anneal: 309.1 nm
standard deviation after anneal: 92.84 nm
deep junction after anneal: 539.5 nm
surface concentration before anneal: 6.86e+14 cm^-3
surface concentration after anneal: 8.85e+15 cm^-3
rough extra rms spread, transient diffusion: 30 nm
mean with extra spread: 298.26 nm
deep junction with extra spread: 552.3 nm
surface value with extra spread: 1.20e+16 cm^-3
rough intrinsic density at anneal: 1.0e+19 cm^-3
peak / intrinsic density: 0.057
DEPLETION (one-sided estimate)
rough built-in potential: 0.8 V
relative permittivity: 11.7
depletion width in background: 322 nm
depletion width / near junction: 4.34
ALL CHECKS PASSED
```
